# Traces of Gamma Matrices: Odd Products, Recursion and Metric Pairings: a numerical check

```python
"""
Result under test, for Dirac matrices with {gamma^mu, gamma^nu} = 2 g^{mu nu}:
  the trace of an odd number of gammas is zero;
  the trace of 2n gammas obeys
     tr(1 2 ... 2n) = sum_{k=2}^{2n} (-1)^k g(1,k) tr(all except 1 and k),
  and so equals 4 * sum over pairings of (-1)^crossings * product of metrics,
  with (2n-1)!! pairings.
Symbols: g = diag(1,-1,-1,-1); slash(a) = a_mu gamma^mu; a.b = a^mu g_{mu nu} b^nu.
Direct side: explicit matrix products. All quantities are pure numbers.
"""
import itertools
from functools import reduce
import numpy as np

TOL = 1e-10  # matrix entries are small integers (times 1 or i)

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
gamma = np.array([np.kron(sigma[2], np.eye(2))]
                 + [np.kron(1j * sigma[1], s) for s in sigma])
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]


def product_tensor(matrices, length):
    """All products of the given length: one axis per factor, then the matrix."""
    dim, size = matrices.shape[0], matrices.shape[1]
    products = np.eye(size, dtype=complex).reshape(1, size, size)
    for _ in range(length):
        products = np.einsum('aij,bjk->abik', products, matrices)
        products = products.reshape(-1, size, size)
    return products.reshape((dim,) * length + (size, size))


def trace_tensor(matrices, length):
    """Traces of all products of the given length, one axis per factor."""
    return np.trace(product_tensor(matrices, length), axis1=-2, axis2=-1)


def recursion_tensor(form, shorter, length):
    """Right-hand side of the recursion; positions are counted from zero."""
    total = 0
    for k in range(1, length):
        rest = [i for i in range(length) if i not in (0, k)]
        total = total + (-1) ** (k + 1) * np.einsum(
            form, [0, k], shorter, rest, list(range(length)))
    return total


def find_pairings(length):
    """All pairings, found as permutations that swap positions in pairs."""
    found = []
    for p in itertools.permutations(range(length)):
        if all(p[i] != i and p[p[i]] == i for i in range(length)):
            found.append([(i, p[i]) for i in range(length) if i < p[i]])
    return found


def crosses(first, second):
    (a, b), (c, d) = sorted([first, second])
    return a < c < b < d


def crossings(pairing):
    return sum(crosses(x, y) for x, y in itertools.combinations(pairing, 2))


def slash(a):
    return np.einsum('m,mij->ij', metric @ a, gamma)


def dot(a, b):
    return float(a @ metric @ b)


def multiply(matrices):
    return reduce(np.matmul, matrices, np.eye(4, dtype=complex))


def whole(x):
    """Convert a number to int after checking that it is a real integer."""
    assert abs(x - round(complex(x).real)) < 1e-6
    return int(round(complex(x).real))


# Algebra of the matrices and the two properties of gamma5
for m in range(4):
    for n in range(4):
        anti = gamma[m] @ gamma[n] + gamma[n] @ gamma[m]
        assert np.allclose(anti, 2 * metric[m, n] * np.eye(4), atol=TOL)
    assert np.allclose(gamma5 @ gamma[m], -gamma[m] @ gamma5, atol=TOL)
assert np.allclose(gamma5 @ gamma5, np.eye(4), atol=TOL)
print("All numbers below are pure numbers (no unit).")
print("trace of the unit matrix:", whole(np.trace(np.eye(4))))

traces = {length: trace_tensor(gamma, length) for length in range(1, 9)}

# Odd traces, every index string
for length in (1, 3, 5, 7):
    largest = np.max(np.abs(traces[length]))
    assert largest < TOL
    print(f"{length} gammas: {4**length} index strings, "
          f"largest |trace| = {largest:.1e}")

# Pauli matrices: an odd trace survives, the even recursion still holds
pauli_trace = np.trace(sigma[0] @ sigma[1] @ sigma[2])
assert abs(pauli_trace) > 1
anticommutation = np.vstack([np.kron(s, np.eye(2)) + np.kron(np.eye(2), s.T)
                             for s in sigma])
assert np.linalg.matrix_rank(anticommutation) == 4  # only X = 0 anticommutes
assert np.allclose(trace_tensor(sigma, 4),
                   recursion_tensor(np.eye(3), trace_tensor(sigma, 2), 4),
                   atol=TOL)
print(f"Pauli matrices: tr(s1 s2 s3) = {pauli_trace.real:.0f} "
      f"+ {pauli_trace.imag:.0f} i")

# Transport of the first factor to the far right, as a matrix identity,
# for every index string; labels 20 and 21 are the row and column
worst = 0.0
for length in range(2, 8):
    direct = product_tensor(gamma, length)
    assert np.min(np.max(np.abs(direct), axis=(-2, -1))) > 0.5
    # the last factor of the reordered product carries the first index
    moved = (-1) ** (length - 1) * np.moveaxis(direct, length - 1, 0)
    shorter = product_tensor(gamma, length - 2)
    for k in range(1, length):
        rest = [i for i in range(length) if i not in (0, k)]
        moved = moved + 2 * (-1) ** (k + 1) * np.einsum(
            metric, [0, k], shorter, rest + [20, 21],
            list(range(length)) + [20, 21])
    worst = max(worst, np.max(np.abs(direct - moved)))
assert worst < TOL
print(f"transport identity, 2 to 7 gammas: largest deviation = {worst:.1e}")

# Even traces: recursion, pairing sum, number of pairings and their signs
pairings = {}
for length in (2, 4, 6, 8):
    pairings[length] = find_pairings(length)
    pair_sum = np.zeros((4,) * length)
    plus = minus = 0
    for pairing in pairings[length]:
        sign = (-1) ** crossings(pairing)
        plus, minus = plus + (sign > 0), minus + (sign < 0)
        arc = pairing[0]
        arc_crossings = sum(crosses(arc, other) for other in pairing[1:])
        assert (arc_crossings - (arc[1] + 1)) % 2 == 0
        operands = []
        for i, j in pairing:
            operands += [metric, [i, j]]
        pair_sum += sign * np.einsum(*operands, list(range(length)))
    deviation = np.max(np.abs(traces[length] - 4 * pair_sum))
    assert deviation < TOL
    if length > 2:
        recursed = recursion_tensor(metric, traces[length - 2], length)
        assert np.max(np.abs(traces[length] - recursed)) < TOL
    double_factorial = int(np.prod(np.arange(1, length, 2)))
    assert len(pairings[length]) == double_factorial
    assert plus - minus == 1
    print(f"{length} gammas: {len(pairings[length])} pairings "
          f"({plus} plus, {minus} minus), {4**length} index strings, "
          f"largest deviation = {deviation:.1e}")

# Index strings with few surviving pairings
for string in [(0, 1, 0, 1), (1, 1, 1, 1), (0, 1, 2, 0, 1, 2)]:
    alive = [p for p in pairings[len(string)]
             if all(metric[string[i], string[j]] != 0 for i, j in p)]
    value = whole(traces[len(string)][string])
    print(f"indices {string}: trace = {value}, surviving pairings "
          f"{len(alive)}, crossings {[crossings(p) for p in alive]}")

# Worked example: six slashed vectors
vectors = np.array([[2, 1, 0, 0], [1, 0, 1, 0], [3, 0, 0, 1],
                    [2, 1, 1, 0], [2, 0, 1, 1], [3, 0, 0, 2]], dtype=float)
slashed = [slash(v) for v in vectors]
for i, v in enumerate(vectors):
    print(f"a{i+1} = ({', '.join(str(whole(x)) for x in v)})")
for i in range(5):
    print("scalar products: " + ", ".join(
        f"a{i+1}.a{j+1} = {whole(dot(vectors[i], vectors[j]))}"
        for j in range(i + 1, 6)))

total = 0
for k in range(1, 6):
    rest = [i for i in range(6) if i not in (0, k)]
    p, q, r, s = (vectors[i] for i in rest)
    terms = [dot(p, q) * dot(r, s), dot(p, r) * dot(q, s), dot(p, s) * dot(q, r)]
    four_trace = 4 * (terms[0] - terms[1] + terms[2])
    assert abs(four_trace - np.trace(multiply([slashed[i] for i in rest]))) < 1e-8
    sign = (-1) ** (k + 1)
    part = sign * dot(vectors[0], vectors[k]) * four_trace
    total += part
    names = " ".join(f"a{i+1}" for i in rest)
    print(f"k={k+1}: tr({names}) = 4({whole(terms[0])} - {whole(terms[1])} + "
          f"{whole(terms[2])}) = {whole(four_trace)}; sign {sign:+d}, "
          f"a1.a{k+1} = {whole(dot(vectors[0], vectors[k]))}, "
          f"contribution {whole(part)}")
direct_six = np.trace(multiply(slashed))
assert abs(total - direct_six) < 1e-8
print("six-factor trace from the recursion:", whole(total))
print("six-factor trace from matrix products:", whole(direct_six))

five = multiply(slashed[:5])
assert abs(np.trace(five)) < 1e-8 and np.max(np.abs(five)) > 1
print(f"first five factors: largest |matrix entry| = {np.max(np.abs(five)):.3f}, "
      f"|trace| = {abs(np.trace(five)):.1e}")

print("all tests passed")
```

It prints:

```
All numbers below are pure numbers (no unit).
trace of the unit matrix: 4
1 gammas: 4 index strings, largest |trace| = 0.0e+00
3 gammas: 64 index strings, largest |trace| = 0.0e+00
5 gammas: 1024 index strings, largest |trace| = 0.0e+00
7 gammas: 16384 index strings, largest |trace| = 0.0e+00
Pauli matrices: tr(s1 s2 s3) = 0 + 2 i
transport identity, 2 to 7 gammas: largest deviation = 0.0e+00
2 gammas: 1 pairings (1 plus, 0 minus), 16 index strings, largest deviation = 0.0e+00
4 gammas: 3 pairings (2 plus, 1 minus), 256 index strings, largest deviation = 0.0e+00
6 gammas: 15 pairings (8 plus, 7 minus), 4096 index strings, largest deviation = 0.0e+00
8 gammas: 105 pairings (53 plus, 52 minus), 65536 index strings, largest deviation = 0.0e+00
indices (0, 1, 0, 1): trace = 4, surviving pairings 1, crossings [1]
indices (1, 1, 1, 1): trace = 4, surviving pairings 3, crossings [0, 1, 0]
indices (0, 1, 2, 0, 1, 2): trace = -4, surviving pairings 1, crossings [3]
a1 = (2, 1, 0, 0)
a2 = (1, 0, 1, 0)
a3 = (3, 0, 0, 1)
a4 = (2, 1, 1, 0)
a5 = (2, 0, 1, 1)
a6 = (3, 0, 0, 2)
scalar products: a1.a2 = 2, a1.a3 = 6, a1.a4 = 3, a1.a5 = 4, a1.a6 = 6
scalar products: a2.a3 = 3, a2.a4 = 1, a2.a5 = 1, a2.a6 = 3
scalar products: a3.a4 = 6, a3.a5 = 5, a3.a6 = 7
scalar products: a4.a5 = 3, a4.a6 = 6
scalar products: a5.a6 = 4
k=2: tr(a3 a4 a5 a6) = 4(24 - 30 + 21) = 60; sign +1, a1.a2 = 2, contribution 120
k=3: tr(a2 a4 a5 a6) = 4(4 - 6 + 9) = 28; sign -1, a1.a3 = 6, contribution -168
k=4: tr(a2 a3 a5 a6) = 4(12 - 7 + 15) = 80; sign +1, a1.a4 = 3, contribution 240
k=5: tr(a2 a3 a4 a6) = 4(18 - 7 + 18) = 116; sign -1, a1.a5 = 4, contribution -464
k=6: tr(a2 a3 a4 a5) = 4(9 - 5 + 6) = 40; sign +1, a1.a6 = 6, contribution 240
six-factor trace from the recursion: -32
six-factor trace from matrix products: -32
first five factors: largest |matrix entry| = 28.636, |trace| = 0.0e+00
all tests passed
```
